# Sauerbrey's Mass-Frequency Relation from the Resonant Acoustic Mass

A quartz thickness monitor measures a frequency, and a conversion factor turns it into deposited mass. Suppose that the factor is found by treating the quartz plate as a spring carrying the plate's whole mass. The predicted frequency drop is then half the true one, and every film is reported with twice its real mass. The error arises because a plate in its fundamental thickness-shear mode does not move as a block: its faces move most, and its interior moves less or not at all. The mass that belongs in the oscillator formula is the resonant acoustic mass, which is half the plate mass.

## Result and conditions

Let the plate have density $\rho$, shear modulus $\mu$, thickness $h$ and bare fundamental frequency $f_0$. A film of mass $\Delta m$ spread evenly over the vibrating area $A$ of one face has areal mass $m=\Delta m/A$. To first order in the mass ratio $r=m/(\rho h)$, the fundamental shifts by

$$\Delta f=-\frac{2f_0^2}{\sqrt{\rho\mu}}\,\frac{\Delta m}{A}. \tag{1}$$

The plate is modelled as a laterally uniform elastic layer with free faces. Piezoelectric coupling enters only through the choice of an effective $\mu$, and the electrodes are left out. The film is bonded without slip and moves as a rigid sheet. There is no damping or liquid. Frequency changes caused by temperature or by film stress must be removed separately, since a single measured $\Delta f$ does not reveal its cause.

## The bare plate

Let $z$ run from $0$ to $h$ through the plate. The displacement is parallel to the faces, $u(z)\cos\omega t$, and the shear stress amplitude is $\mu u'(z)$. Newton's law for a slice of the plate gives

$$\mu u''=-\omega^2\rho u,\qquad u'(0)=u'(h)=0.$$

The condition at $z=0$ selects $u=U\cos kz$, with $\omega=vk$ and $v=\sqrt{\mu/\rho}$. The condition at $z=h$ requires $\sin kh=0$, so $kh=n\pi$ and

$$f_n=\frac{\omega_n}{2\pi}=\frac{nv}{2h}=nf_0. \tag{2}$$

Only odd $n$ are used here. For even $n$ the two faces move together, so the strain averaged through the plate, $[u(h)-u(0)]/h$, vanishes and a uniform driving field does no net work on the mode.

Take the displacement amplitude $q=u(h)$ of the face that will carry the film as the oscillator coordinate. Since $\cos^2n\pi=1$, we have $q^2=U^2$. The peak kinetic energy per area is $\tfrac12M\omega^2q^2$, where

$$M=\rho\int_0^h\cos^2\frac{n\pi z}{h}\,dz
=\frac{\rho}{2}\int_0^h\left(1+\cos\frac{2n\pi z}{h}\right)dz=\frac{\rho h}{2}. \tag{3}$$

The oscillating term integrates to zero over whole periods. The peak elastic energy per area is $\tfrac12Kq^2$, where

$$K=\mu\left(\frac{n\pi}{h}\right)^2\int_0^h\sin^2\frac{n\pi z}{h}\,dz=\frac{\mu(n\pi)^2}{2h}. \tag{4}$$

As a check, $K/M=(\mu/\rho)(n\pi/h)^2=\omega_n^2$. The quantity $M$ is the resonant acoustic mass per area, referred to the motion of the face. The reference matters: another choice of coordinate would rescale $M$, $K$ and the film's contribution together.

## Why the old mode shape may be kept

The film changes the mode shape as well as the mass. We must show that the change of shape does not affect the frequency at first order.

The stress $\mu u'(h)$ is the force per area that the film exerts on the plate. The plate exerts the opposite force on the film, so Newton's law for the film reads $-\omega^2mu(h)=-\mu u'(h)$, or

$$\mu u'(h)=\omega^2mu(h). \tag{5}$$

For any trial shape $w(z)$, define

$$\mathcal K[w]=\int_0^h\mu w'^2dz,\qquad
\mathcal M[w]=\int_0^h\rho w^2dz+m\,w(h)^2.$$

Let $u$ be the true loaded mode, with frequency $\omega$, and put $w=u+\chi$. The part of $\mathcal K[w]-\omega^2\mathcal M[w]$ that is linear in $\chi$ is

$$2\left[\int_0^h\mu u'\chi'dz-\omega^2\int_0^h\rho u\chi\,dz-\omega^2m\,u(h)\chi(h)\right].$$

Integrating the first term by parts, with $u'(0)=0$, gives

$$2\left[\{\mu u'(h)-\omega^2mu(h)\}\chi(h)-\int_0^h(\mu u''+\omega^2\rho u)\chi\,dz\right]=0.$$

The braces vanish by (5), and the integrand vanishes by the wave equation. The part without $\chi$ is also zero, because multiplying the wave equation by $u$ and integrating gives $\mathcal K[u]=\omega^2\mathcal M[u]$. Therefore

$$\frac{\mathcal K[w]}{\mathcal M[w]}-\omega^2=\frac{\mathcal K[\chi]-\omega^2\mathcal M[\chi]}{\mathcal M[w]},$$

which is of second order in the error $\chi$ of the shape.

It remains to see how large $\chi$ is. The loaded mode is still $\cos kz$, because the lower face is still free. Inserting it in (5) gives $-\mu k\sin kh=\omega^2m\cos kh$. With $\omega^2=\mu k^2/\rho$ this becomes

$$\tan kh=-\frac{km}{\rho}=-kh\,r. \tag{6}$$

Hence $kh$ differs from $n\pi$ by an amount of order $r$, and so does the loaded shape from the bare one. Using the bare shape costs an error of order $r^2$ in the frequency.

## The shift from the added mass

With the bare shape, the film moves with the full face amplitude $q$. It adds $\tfrac12m\omega^2q^2$ to the kinetic energy, so $M$ becomes $M+m$.

The film adds almost nothing to $K$. At distance $s$ below its free outer face, the stress need only accelerate the material outside that point. Its magnitude is $\omega^2\rho_fsq$, for film density $\rho_f$. With film modulus $\mu_f$ and thickness $h_f$, the ratio of strain energy to kinetic energy in the film is

$$\frac{\tfrac12\int_0^{h_f}(\omega^2\rho_fsq)^2ds/\mu_f}{\tfrac12\omega^2\rho_fh_fq^2}
=\frac{\omega^2\rho_fh_f^2}{3\mu_f}=\frac{(k_fh_f)^2}{3},\qquad k_f=\omega\sqrt{\frac{\rho_f}{\mu_f}}. \tag{7}$$

"Rigid" therefore means that the shear phase $k_fh_f$ is small. The film need not be stiff if it is thin enough.

With $K$ unchanged, the new frequency obeys

$$\frac{f_n+\Delta f_n}{f_n}=\sqrt{\frac{K/(M+m)}{K/M}}=\left(1+\frac mM\right)^{-1/2}\simeq1-\frac{m}{2M}.$$

Inserting $M=\rho h/2$ gives

$$\frac{\Delta f_n}{f_n}=-\frac{m}{\rho h}=-r. \tag{8}$$

The factor $\tfrac12$ from the square root cancels the $\tfrac12$ in the resonant mass. To eliminate $h$, use $h=v/(2f_0)$ from (2):

$$\rho h=\frac{\rho}{2f_0}\sqrt{\frac{\mu}{\rho}}=\frac{\sqrt{\rho\mu}}{2f_0}
\quad\Longrightarrow\quad
\Delta f_n=-\frac{2f_0f_n}{\sqrt{\rho\mu}}\,m. \tag{9}$$

For $n=1$ this is (1). The inverse, for use in an instrument, is

$$m=-\frac{C}{n}\,\Delta f_n,\qquad C=\frac{\sqrt{\rho\mu}}{2f_0^2}. \tag{10}$$

On an overtone, $f_0$ remains the fundamental of the bare plate. Putting $f_3$ in place of $f_0$ in (1) would predict a shift three times too large at $n=3$.

## Where the mass sits

A thin mass at depth $z_0$ moves with amplitude $U\cos(n\pi z_0/h)$. By the same energy argument it adds $m\cos^2(n\pi z_0/h)$ to $M$. The stationarity proof carries over, with (5) replaced by the jump in stress across the mass. A direct diagonalization of the fundamental mode gives weights of 1.0000 at the face, 0.5000 at $z_0/h=0.75$ and 0.0000 at the mid-plane, as the formula requires. A surface film has full effect because it sits at an antinode.

The same weighting applies across the face. If the amplitude $U(x,y)$ varies slowly enough for the thickness profile to keep its cosine form, the film and plate kinetic energies are proportional to $\int mU^2dA$ and $(\rho h/2)\int U^2dA$. Then

$$\frac{\Delta f_n}{f_n}=-\frac{\int m\,U^2\,dA}{\rho h\int U^2\,dA}.$$

Here $U$ is the lateral shape of the bare mode. An uneven film must therefore not alter that shape: the variation of $r$ across the face must be small compared with the relative frequency spacing to the neighbouring lateral modes. This spacing can be very small. Suppose that the plate is isotropic and that the amplitude varies only along $y$, the in-plane direction perpendicular to the shear displacement, between free edges a distance $L$ apart. The modes $\cos(\pi z/h)\cos(p\pi y/L)$, with $p=0,1,\dots$, then have frequencies $f_0\sqrt{1+(ph/L)^2}$. Within this family the nearest spacing from the uniform mode is about $h^2/(2L^2)$, which is only $5.6\times10^{-4}$ at $L=30h$. In AT-cut quartz the shear modulus for this lateral variation is larger than $\mu$, and the spacing is about twice as large. Variation along the displacement also involves bending of the plate and does not follow this formula. For uniform $m$ the formula returns (8). For a patchy film, the total mass divided by the total area is in general not the quantity measured.

## Films of finite thickness

The range of the linear law follows from solving the two-layer problem. In the film, $u=B\cos k_fs$ satisfies the free outer face at $s=0$. Since $s$ decreases as $z$ increases, $du/dz=+k_fB\sin k_fs$. Continuity of displacement and of stress at the interface gives

$$U\cos kh=B\cos k_fh_f,\qquad -\mu kU\sin kh=\mu_fk_fB\sin k_fh_f.$$

Divide the second equation by the first. With $Z_q=\sqrt{\rho\mu}$ and $Z_f=\sqrt{\rho_f\mu_f}$, we have $\mu k=\omega Z_q$ and $\mu_fk_f=\omega Z_f$, so

$$Z_q\tan kh+Z_f\tan k_fh_f=0. \tag{11}$$

Let $\zeta=Z_f/Z_q$. Because $m=\rho_fh_f$, the film phase is $k_fh_f=\omega m/Z_f=kh\,r/\zeta$. Write $kh=n\pi(1+\delta)$; since $f\propto k$, $\delta=\Delta f_n/f_n$. Equation (11) becomes

$$\tan(n\pi\delta)=-\zeta\tan\frac{n\pi(1+\delta)r}{\zeta}.$$

Expand with $\tan y=y+y^3/3+\dots$ and divide by $n\pi$. In the cubic terms it is enough to put $\delta=-r$ on the left and $1+\delta=1$ on the right:

$$\delta-\frac{(n\pi)^2r^3}{3}=-r(1+\delta)-\frac{(n\pi)^2r^3}{3\zeta^2}.$$

Collecting $\delta$ and dividing by $1+r$ gives, through third order,

$$\delta=-r+r^2+\left[-1+\frac{(n\pi)^2}{3}\left(1-\frac1{\zeta^2}\right)\right]r^3. \tag{12}$$

The film's modulus first appears in the cubic term. The correction $r^2$ is independent of the film material at given $r$. It cannot be obtained from the fixed-shape formula $(1+2r)^{-1/2}$, whose second-order coefficient is $3/2$. Diagonalization at a small finite load gives 1.002 for the true coefficient and confirms that only the linear term of that formula should be used.

If $\zeta=1$, (11) gives $kh+k_fh_f=n\pi$ on the branch that starts from the bare mode. Hence $kh(1+r)=n\pi$ and $\delta=-r/(1+r)$. For a film of the plate's own material, this is the effect of a thicker plate.

Equation (11) can also be solved for the mass. With $kh=\pi f/f_0$ and $k_fh_f=2\pi fm/Z_f$,

$$m=\frac{Z_f}{2\pi f}\arctan\left[-\frac{Z_q}{Z_f}\tan\frac{\pi f}{f_0}\right]. \tag{13}$$

The principal value of the arctangent applies while $k_fh_f<\pi/2$. Here $f$ is the loaded frequency of the chosen harmonic. Equation (13) relies on the bare harmonics being exact multiples of $f_0$. In a real crystal they are not: at series resonance, piezoelectric coupling alone makes $f_3/(3f_1)\approx1.003$ in AT-cut quartz. With the measured fundamental as $f_0$, (13) would read this offset as a mass of about $-250$ µg/cm² on a bare 5 MHz plate. On an overtone, $f_0$ in (13) must therefore be replaced by $f_n/n$, where $f_n$ is the measured bare frequency of that harmonic.

For sufficiently soft or thick films the linear law can fail even in sign. While $k_fh_f$ lies between $\pi/2$ and $\pi$, $\tan k_fh_f$ is negative and (11) makes $\tan kh$ positive, so a resonance with $kh$ close to $n\pi$ lies above the bare frequency. That resonance belongs to another branch; the branch that starts from the bare mode keeps falling as the film thickens. Well before that, (7) measures the departure from rigid motion: $(k_fh_f)^2/3$ reaches 1% at a phase of about 0.17 rad.

## Worked example

Take a 5 MHz plate with rounded values suitable for AT-cut quartz, $\rho=2650$ kg/m³ and $\mu=29.5$ GPa. The model film has density 5000 kg/m³, shear modulus 40 GPa and thickness 100 nm. For the plate,

$$v=\sqrt{\frac{29.5\times10^9}{2650}}=3336.5\ \text{m/s},\qquad
h=\frac{3336.5}{2\times5\times10^6}\ \text{m}=333.65\ \mu\text{m}.$$

The plate mass per area is $\rho h=0.8842$ kg/m², and the resonant mass is half of it, 0.4421 kg/m². The film has $m=5000\times10^{-7}=5.000\times10^{-4}$ kg/m², or 50.00 µg/cm². Thus

$$r=\frac{5.000\times10^{-4}}{0.8842}=5.655\times10^{-4},\qquad
\Delta f=-5\times10^6\,r=-2827.5\ \text{Hz}.$$

The sensitivity constant is

$$C=\frac{8.8417\times10^6}{2(5\times10^6)^2}=1.768\times10^{-7}\ \frac{\text{kg}}{\text{m}^2\,\text{Hz}},$$

or 17.68 ng/cm² per hertz. The last digits belong to the model: if $\mu$ is taken as the piezoelectrically stiffened modulus and 5 MHz as the series resonance, the constant is about 0.6% smaller. For this film, 1 Hz corresponds to 0.035 nm. The step from mass to thickness needs the film density, and a small relative error in that density passes into the thickness with equal size and opposite sign.

The layer model (11) gives $-2825.9$ Hz. The difference of 1.6 Hz is the second-order term, $f_0r^2=5\times10^6\times3.198\times10^{-7}=1.6$ Hz. Feeding the layer-model shift into (10) returns 49.97 µg/cm², which is 0.057% below the mass put in. At $n=3$ the linear law gives $-8482.6$ Hz, three times the fundamental shift, and the layer model gives $-8477.7$ Hz.

Making the film modulus ten times smaller changes the fundamental shift by only $-0.010$ Hz. The film's shear phase is $1.1\times10^{-3}$ rad in the original case, so its internal deformation is negligible. A thin-film reading therefore determines mass but says almost nothing about stiffness.

For a 1 µm film, the linear law underestimates the mass by 0.57%. For 10 µm, where $r=0.05655$, it underestimates it by 5.9%. Most of this error is the $r^2$ term, which can be removed without knowing the film modulus. Solving $\delta=-r/(1+r)$ for $r$ gives $r=-\Delta f/(f_0+\Delta f)$. With the layer-model shift of $-266.181$ kHz,

$$r=\frac{266.181}{5000-266.181}=0.05623,$$

which is about 0.6% below the true ratio. The remainder comes from the impedance mismatch, $\zeta=1.60$, and (13) removes it within this model when $Z_f$ is known.

Resetting the frequency counter to zero between layers does not restore the original sensitivity. Differentiating (12) gives $|d\delta/dr|\simeq1-2r$, so under the 10 µm load the response to further mass of the same film is already about 11% weaker at this order. For a single film material of known $Z_f$, the total shift from the bare plate should be stored and converted to total mass with (13). The simpler relation $r=-\Delta f/(f_0+\Delta f)$ can replace (13) when $\zeta$ is close to 1, or when both $r$ and the film phase $k_fh_f$ are small. A light load alone is not enough if the film is soft. By (12), its relative error in the total mass is about $(\pi^2/3)(1/\zeta^2-1)r^2$, so for a thick soft film it can be less accurate than the linear law. The masses are differenced afterwards. Since the absolute error grows as $r^3$, the relative error of a small added mass is about three times that of the total. With the linear law (10) this procedure would give the same result as resetting the counter. The numerical output below lists the main values used here.

## Table of computed values

```
Plate density: 2650 kg/m^3
Plate shear modulus: 29.5 GPa
Fundamental frequency: 5.0 MHz
Shear wave speed: 3336.5 m/s
Plate shear impedance: 8.8417e+06 kg/(m^2 s)
Plate thickness: 333.65 um
Plate mass per area: 0.8842 kg/m^2
Resonant mass per area: 0.4421 kg/m^2
Resonant mass / plate mass (diagonalized): 0.500000
Weight of small mass, n=1, z/h=1.00: 1.0000
Weight of small mass, n=1, z/h=0.75: 0.5000
Weight of small mass, n=1, z/h=0.50: 0.0000
Weight of small mass, n=3, z/h=1.00: 1.0000
Weight of small mass, n=3, z/h=0.75: 0.5000
Second-order coefficient, diagonalized: 1.002
Second-order coefficient, fixed shape: 1.498
Film density: 5000 kg/m^3
Film shear modulus: 40 GPa
Film thickness: 100 nm
Film/plate impedance ratio: 1.5995
Film mass per area: 5.0000e-04 kg/m^2 = 50.00 ug/cm^2
Mass ratio r: 5.6550e-04
Film shear phase: 1.111e-03 rad
Mass sensitivity C: 1.7683e-07 kg/(m^2 Hz) = 17.68 ng/(cm^2 Hz)
Film thickness per Hz: 0.0354 nm/Hz
Sauerbrey shift, n=1: -2827.52 Hz
Layer-model shift, n=1: -2825.92 Hz
Sauerbrey shift, n=3: -8482.57 Hz
Layer-model shift, n=3: -8477.72 Hz
Mass recovered from layer shift: 49.972 ug/cm^2
Relative error of recovered mass: -0.0566 %
Shift change, film modulus / 10: -0.0104 Hz
1 um film, mass ratio: 0.00566
1 um film, Sauerbrey shift: -28.275 kHz
1 um film, layer-model shift: -28.114 kHz
1 um film, recovered-mass error: -0.569 %
10 um film, mass ratio: 0.05655
10 um film, Sauerbrey shift: -282.752 kHz
10 um film, layer-model shift: -266.181 kHz
10 um film, recovered-mass error: -5.861 %
```
